# The density matrix on a finite k-point grid: a guided problem

**Setting.** Hartree atomic units are used, for one spin channel, in $d\le 3$ dimensions. The Hamiltonian is $H=p^2/2+V(\mathbf r)$ with $V$ real, bounded and periodic under the lattice vectors $\mathbf R=\sum_i n_i\mathbf a_i$. The reciprocal vectors $\mathbf G$ have the basis $\mathbf b_i$ with $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$, and the cell volume is $\Omega$. Bloch states obey $\psi_{n\mathbf k}(\mathbf r+\mathbf R)=e^{i\mathbf k\cdot\mathbf R}\psi_{n\mathbf k}(\mathbf r)$ and are normalized on the primitive cell. Two assumptions hold through part (f). First, $V$ is fixed: it does not depend on the k-points used. Second, $n_{\rm occ}$ bands are fully occupied, and at every $\mathbf k$ a gap separates them from all other bands. Define
$$\rho_{\mathbf k}(\mathbf r,\mathbf r')=\sum_{n\,\rm occ}\psi_{n\mathbf k}(\mathbf r)\psi^*_{n\mathbf k}(\mathbf r'),\qquad \rho_\infty=\langle\rho_{\mathbf k}\rangle,\qquad \langle f\rangle=\frac{\Omega}{(2\pi)^d}\int_{\rm BZ}f\,d^dk .$$
An integer matrix $S$ defines supercell vectors $\mathbf L$ with lattice coordinates $n=lS$ ($l$ an integer row vector). The supercell holds $N=|\det S|$ cells. Its reciprocal vectors $\mathbf K=\sum_i q_i\mathbf b_i$ are those with $e^{i\mathbf K\cdot\mathbf L}=1$ for all $\mathbf L$, that is $q=S^{-1}m$ with $m$ integer. Their reciprocal cell is $N$ times smaller than the zone, so $N$ of them are distinct modulo $\mathbf G$. The grid is $\mathbf k_s+\mathbf K$, where $\mathbf k_s$ has coordinates $S^{-1}s$, so that $\mathbf k_s\cdot\mathbf L=2\pi\,lSS^{-1}s=2\pi\,s\cdot l$. For diagonal $S$ the grid is $\sum_i (m_i+s_i)\mathbf b_i/N_i$. The grid density matrix is $\rho_{\rm grid}=N^{-1}\sum_{\mathbf K}\rho_{\mathbf k_s+\mathbf K}$.

## (a) Show that $\rho_{\mathbf k}$ is periodic in $\mathbf k$, and identify its Fourier coefficients.

**Solution.** The Bloch condition contains $\mathbf k$ only through $e^{i\mathbf k\cdot\mathbf R}$, and $e^{i\mathbf G\cdot\mathbf R}=1$, so $\mathbf k$ and $\mathbf k+\mathbf G$ pose the same eigenvalue problem. The kernel $\rho_{\mathbf k}$ is the projector on the occupied eigenspace. A unitary change of basis $\psi_n\to\sum_m\psi_mU_{mn}$ leaves it unchanged because $UU^\dagger=1$, and the gap makes the eigenspace unique. Hence $\rho_{\mathbf k+\mathbf G}=\rho_{\mathbf k}$, whatever phases the states carry.

The Bloch condition on the first argument gives $\rho_{\mathbf k}(\mathbf r+\mathbf R,\mathbf r')=e^{i\mathbf k\cdot\mathbf R}\rho_{\mathbf k}(\mathbf r,\mathbf r')$. Averaging over the zone,
$$\rho_\infty(\mathbf r+\mathbf R,\mathbf r')=\langle e^{i\mathbf k\cdot\mathbf R}\rho_{\mathbf k}(\mathbf r,\mathbf r')\rangle .\tag{1}$$
Since $\langle e^{i\mathbf k\cdot(\mathbf R-\mathbf R')}\rangle=\delta_{\mathbf R\mathbf R'}$, the right side is the coefficient of $e^{-i\mathbf k\cdot\mathbf R}$ in the Fourier series of $\rho_{\mathbf k}(\mathbf r,\mathbf r')$.

## (b) How fast do these coefficients fall off, and does the series reproduce $\rho_{\mathbf k}$ at every $\mathbf k$?

**Solution.** A grid samples single points, so convergence in the mean is not enough.

*Analytic resolvent.* Write $\psi=e^{i\mathbf k\cdot\mathbf r}u$ with $u$ cell periodic. On such functions the Hamiltonian is $H(\mathbf k)=(\mathbf p+\mathbf k)^2/2+V$, and $\rho_{\mathbf k}(\mathbf r,\mathbf r')=e^{i\mathbf k\cdot(\mathbf r-\mathbf r')}P(\mathbf k)(\mathbf r,\mathbf r')$, with $P$ the projector on the occupied $u$. Take a real $\mathbf k_0$, set $H_0=H(\mathbf k_0)$, and draw a contour $\Gamma$ around the occupied eigenvalues. The gap keeps $\Gamma$ at a finite distance from the spectrum, so $(z-H_0)^{-1}$ is bounded on it. For complex $\boldsymbol\delta$,
$$H(\mathbf k_0+\boldsymbol\delta)=H_0+W,\qquad W=\boldsymbol\delta\cdot(\mathbf p+\mathbf k_0)+\boldsymbol\delta^2/2 .$$
For $\phi=(z-H_0)^{-1}\chi$ one has $\|(\mathbf p+\mathbf k_0)\phi\|^2=2\langle\phi|H_0-V|\phi\rangle\le 2\|\phi\|\,\|H_0\phi\|+2\sup|V|\,\|\phi\|^2$, and $H_0\phi=z\phi-\chi$. Both norms on the right are bounded by a multiple of $\|\chi\|$, so $\|W(z-H_0)^{-1}\|<1$ on $\Gamma$ for $|\boldsymbol\delta|$ below some $\eta$. Then
$$(z-H_0-W)^{-1}=(z-H_0)^{-1}\sum_{j\ge0}\left[W(z-H_0)^{-1}\right]^j$$
converges in norm, each term is a polynomial in $\boldsymbol\delta$, and $P(\mathbf k)=(2\pi i)^{-1}\oint_\Gamma(z-H(\mathbf k))^{-1}dz$ is analytic. The closed zone is compact, so one $\eta>0$ serves all $\mathbf k_0$. Neighbouring continuations agree for real $\mathbf k$ and therefore agree wherever they overlap.

*From operator to kernel.* Choose $c>\sup|V|$, so that $-c$ lies below the spectrum for every real $\mathbf k_0$, and reduce $\eta$ if needed so that $\|W(z-H_0)^{-1}\|<1$ also at $z=-c$; the series above then makes $(H+c)^{-1}$ bounded and analytic in the strip. Let $T_0=(p^2/2+1)^{-1}$. Then $P=(H+c)^{-1}M(H+c)^{-1}$, with $M=(2\pi i)^{-1}\oint(z+c)^2(z-H)^{-1}dz$ bounded and analytic. The operator $Q=T_0^{-1}(H+c)^{-1}$ is bounded and analytic too, because $T_0^{-1}=(H+c)-(\mathbf k\cdot\mathbf p+\mathbf k^2/2+V+c-1)$ and $\mathbf p(H+c)^{-1}$ is bounded by the estimate above at $z=-c$. The same holds for $Q'=(H+c)^{-1}T_0^{-1}$, the adjoint of $Q$ taken at $\mathbf k^*$. Thus $P=T_0\,QMQ'\,T_0$, and
$$P(\mathbf k)(\mathbf r,\mathbf r')=\langle\chi_{\mathbf r}|QMQ'|\chi_{\mathbf r'}\rangle,\qquad \chi_{\mathbf r}(\mathbf x)=\frac1\Omega\sum_{\mathbf G}\frac{e^{i\mathbf G\cdot(\mathbf x-\mathbf r)}}{G^2/2+1}.$$
The norm $\|\chi_{\mathbf r}\|^2=\Omega^{-1}\sum_{\mathbf G}(G^2/2+1)^{-2}$ is finite for $d\le3$. So $\rho_{\mathbf k}(\mathbf r,\mathbf r')$ is, at fixed $\mathbf r,\mathbf r'$, analytic for $|{\rm Im}\,\mathbf k|<\eta$ and bounded on any narrower strip. Its periodicity continues from real $\mathbf k$ into the strip.

*Decay.* Let $F(\mathbf k)=e^{i\mathbf k\cdot\mathbf R}\rho_{\mathbf k}$ and $I(\mathbf y)=\langle F(\mathbf k+i\mathbf y)\rangle$. Analyticity gives $\partial I/\partial y_j=i\langle\partial F/\partial k_j\rangle$, which vanishes because $F$ is periodic. So (1) may be evaluated at $\mathbf y=\kappa\mathbf R/|\mathbf R|$ with any $\kappa<\eta$, where $|e^{i(\mathbf k+i\mathbf y)\cdot\mathbf R}|=e^{-\kappa|\mathbf R|}$:
$$|\rho_\infty(\mathbf r+\mathbf R,\mathbf r')|\le C_\kappa e^{-\kappa|\mathbf R|}.\tag{2}$$
This is a bound, not the rate. The actual rate is found for a model in (f), where it equals the distance from the real axis of the branch points of $\rho_k$, the zeros of $E_k^2=C(1+\lambda e^{ik})(1+\lambda e^{-ik})$ at ${\rm Im}\,k=\pm\ln(1/\lambda)$.

*Inversion.* The number of lattice points within a radius grows as a power, so (2) makes the Fourier series converge absolutely and uniformly to a continuous function. That function minus $\rho_{\mathbf k}$ is continuous with all Fourier coefficients zero, and by completeness of the exponentials it vanishes. At every real $\mathbf k$,
$$\rho_{\mathbf k}(\mathbf r,\mathbf r')=\sum_{\mathbf R}e^{-i\mathbf k\cdot\mathbf R}\rho_\infty(\mathbf r+\mathbf R,\mathbf r').\tag{3}$$
Only the projector entered. No smooth choice of individual Bloch functions was made, so the topology of the occupied bands plays no part.

## (c) Evaluate $\sigma(\mathbf R)=N^{-1}\sum_{\mathbf K}e^{-i\mathbf K\cdot\mathbf R}$ and express $\rho_{\rm grid}$ through $\rho_\infty$.

**Solution.** If $\mathbf R$ is a supercell vector, each of the $N$ terms is 1 and $\sigma=1$. Otherwise the row $f=nS^{-1}$ has a non-integer entry $f_j$. Take $\mathbf K'$ with $q=S^{-1}e_j$, so that $\mathbf K'\cdot\mathbf R=2\pi\,nS^{-1}e_j=2\pi f_j$ and $e^{-i\mathbf K'\cdot\mathbf R}\neq1$. The map $\mathbf K\to\mathbf K+\mathbf K'$ permutes the $N$ classes modulo $\mathbf G$, and a term depends only on its class. Therefore $\sigma=e^{-i\mathbf K'\cdot\mathbf R}\sigma$, which forces $\sigma=0$.

Insert (3) at $\mathbf k=\mathbf k_s+\mathbf K$. The sum over $\mathbf K$ is finite and may be done first:
$$\rho_{\rm grid}(\mathbf r,\mathbf r')=\sum_{\mathbf R}e^{-i\mathbf k_s\cdot\mathbf R}\sigma(\mathbf R)\,\rho_\infty(\mathbf r+\mathbf R,\mathbf r'),$$
$$\rho_{\rm grid}(\mathbf r,\mathbf r')=\sum_{\mathbf L}e^{-i\mathbf k_s\cdot\mathbf L}\rho_\infty(\mathbf r+\mathbf L,\mathbf r')=\sum_{l}e^{-2\pi i\,s\cdot l}\rho_\infty(\mathbf r+\mathbf L_l,\mathbf r').\tag{4}$$
The sum converges absolutely by (2). The grid result is the exact density matrix plus its copies displaced by supercell vectors, each weighted by a phase fixed by the shift.

Moving both arguments of $\rho_{\mathbf k}$ by $-\mathbf L$ gives two phases that cancel, so $\rho_\infty(\mathbf r+\mathbf L,\mathbf r')=\rho_\infty(\mathbf r,\mathbf r'-\mathbf L)$. Renaming $\mathbf L\to-\mathbf L$ gives the equivalent form $\sum_{\mathbf L}e^{+i\mathbf k_s\cdot\mathbf L}\rho_\infty(\mathbf r,\mathbf r'+\mathbf L)$: the sign of the phase depends on which argument is displaced.

A continuum example shows the sign at work. Take $V=0.3\cos(2\pi x/a)+0.1\sin(4\pi x/a)$ Ha, $a=5$ bohr, the lowest band, $N=3$, $s=0.3$, $x=8.2$ and $x'=1.7$ bohr. With 25 plane waves per k-point and 200-point Gauss–Legendre quadrature over the zone, $\rho_\infty(x+lNa,x')$ is $-9.109\times10^{-4}$, $-3.7586\times10^{-2}$ and $+5.921\times10^{-4}$ bohr$^{-1}$ for $l=-1,0,1$. These three terms of (4) give
$$-0.037586+\cos(0.6\pi)(5.921-9.109)\times10^{-4}-i\sin(0.6\pi)(5.921+9.109)\times10^{-4},$$
which is $-0.03749-0.00143\,i$ bohr$^{-1}$. With the terms $|l|\ge2$ the sum is $-0.03747-0.00143\,i$ bohr$^{-1}$, the value of the three-point grid average. The opposite phase would reverse the imaginary part.

## (d) Which supercell problem has $\rho_{\rm grid}$ as its exact density matrix?

**Solution.** From (4), replacing $\mathbf r$ by $\mathbf r+\mathbf L'$ and summing over $\mathbf L''=\mathbf L+\mathbf L'$ gives $\rho_{\rm grid}(\mathbf r+\mathbf L',\mathbf r')=e^{i\mathbf k_s\cdot\mathbf L'}\rho_{\rm grid}(\mathbf r,\mathbf r')$. This points to the supercell with the twisted condition $\phi(\mathbf r+\mathbf L)=e^{i\mathbf k_s\cdot\mathbf L}\phi(\mathbf r)$.

The states $\psi_{n,\mathbf k_s+\mathbf K}$ obey this condition because $e^{i\mathbf K\cdot\mathbf L}=1$. Let $\mathbf R$ run over $N$ cell vectors, one per class modulo $\mathbf L$, including $\mathbf 0$. An overlap over the supercell is an overlap over one cell times $\sum_{\mathbf R}e^{i(\mathbf K'-\mathbf K)\cdot\mathbf R}$. For $\mathbf K'=\mathbf K$ this factor is $N$. Otherwise $\mathbf K'-\mathbf K$ is not a $\mathbf G$, some $\mathbf R'$ has $e^{i(\mathbf K'-\mathbf K)\cdot\mathbf R'}\ne1$, and the permutation argument of (c) makes the factor zero. So the $\psi_{n,\mathbf k_s+\mathbf K}/\sqrt N$ are orthonormal.

They are also complete. For any twisted $\phi$ define $\phi_{\mathbf K}(\mathbf r)=N^{-1}\sum_{\mathbf R}e^{-i(\mathbf k_s+\mathbf K)\cdot\mathbf R}\phi(\mathbf r+\mathbf R)$. A term is unchanged under $\mathbf R\to\mathbf R+\mathbf L$, since the twist cancels the phase. A lattice shift $\mathbf R'$ of $\mathbf r$ therefore permutes the terms and yields the factor $e^{i(\mathbf k_s+\mathbf K)\cdot\mathbf R'}$, so $\phi_{\mathbf K}$ is a Bloch function and expands in the $\psi_{n,\mathbf k_s+\mathbf K}$. In $\sum_{\mathbf K}\phi_{\mathbf K}$ the factor $\sigma(\mathbf R)$ keeps only $\mathbf R=\mathbf 0$, so the sum is $\phi$.

The supercell spectrum is thus the primitive bands at the $N$ grid points, folded onto $\mathbf k_s$. The projector on the $Nn_{\rm occ}$ states from occupied bands is $\sum_{n,\mathbf K}\psi\psi^*/N=\rho_{\rm grid}$. These are the lowest $Nn_{\rm occ}$ states when the occupied bands are the lowest ones and one energy gap lies above them throughout the zone.

## (e) Find what (4) implies for the electron count, the average over shifts, the band energy, and the density of a chain at $s=1/4$.

**Solution.** *Count.* By (1), $\int_{\rm cell}\rho_\infty(\mathbf r+\mathbf L,\mathbf r)\,d^dr=\langle e^{i\mathbf k\cdot\mathbf L}n_{\rm occ}\rangle=n_{\rm occ}\delta_{\mathbf L\mathbf 0}$. The images move charge within the cell and add none.

*Shift average.* The series (4) converges uniformly in $s$, and $\int e^{-2\pi i s\cdot l}d^ds$ over the unit cube is $\delta_{l0}$. The average of $\rho_{\rm grid}$ over all shifts is $\rho_\infty$.

*Energy.* Replacing $(z+c)^2$ by $z(z+c)^2$ in $M$ shows that the kernel of $HP$, and its trace $\varepsilon(\mathbf k)=\sum_n\varepsilon_{n\mathbf k}$, are analytic in the same strip. Parts (b) and (c) then give the band energy per cell,
$$E_{\rm grid}=\sum_{\mathbf L}e^{-i\mathbf k_s\cdot\mathbf L}\tilde\varepsilon(\mathbf L),\qquad\tilde\varepsilon(\mathbf R)=\langle e^{i\mathbf k\cdot\mathbf R}\varepsilon(\mathbf k)\rangle,\qquad E_\infty=\tilde\varepsilon(\mathbf 0).\tag{5}$$

*Density.* For real $H$, $\psi^*_{n\mathbf k}$ is an eigenstate at $-\mathbf k$, so $\rho_{-\mathbf k}=\rho_{\mathbf k}^*$ and $\rho_\infty$ is real. Being Hermitian, it is symmetric, and $\rho_\infty(x-L,x)=\rho_\infty(x,x+L)=\rho_\infty(x+L,x)$. Pairing $l$ with $-l$ in a chain of period $a$,
$$n_{\rm grid}(x)-n_\infty(x)=2\sum_{l\ge1}\cos(2\pi sl)\,\rho_\infty(x+lNa,x).\tag{6}$$
At $s=1/4$ the odd $l$ drop out, and $l=2j$ has the factor $(-1)^j=\cos(2\pi\cdot\tfrac12\,j)$ at distance $j\,(2N)a$. The density equals that of the $2N$ grid with $s=1/2$. Since $\varepsilon(-k)=\varepsilon(k)$, the same cosine form holds for (5).

## (f) For the Rice–Mele chain, find $\rho_\infty$ on site A in closed form and its decay law, then evaluate the grid errors.

The chain has sites A and B per cell with energies $+\Delta$ and $-\Delta$, hopping $-t_1$ inside a cell and $-t_2$ from B in cell $R$ to A in cell $R+1$. The lower band is full. The model parameters are $\Delta=0.05$, $t_1=0.10$, $t_2=0.08$ Ha and $a=5$ bohr.

**Solution.** Let $k$ be the phase per cell and $h(D)=\langle R+D|H|R\rangle$. Acting on $e^{ikR}u$, $H$ gives $\sum_Dh(D)e^{ik(R-D)}u$, so $H(k)=\sum_Dh(D)e^{-ikD}$ and $\rho_\infty(R)=\langle e^{ikR}P(k)\rangle$. Parts (a) to (e) carry over with sums over sites. Here $H_{AA}=-H_{BB}=\Delta$ and $H_{AB}=-t_1-t_2e^{-ik}$. Squaring the matrix gives $H^2=E_k^2\cdot 1$ with
$$E_k^2=A+B\cos k,\qquad A=\Delta^2+t_1^2+t_2^2,\qquad B=2t_1t_2 .$$
The eigenvalues are $\pm E_k$, the lower projector is $P=(1-H/E_k)/2$, and $P_{AA}=1/2-\Delta/(2E_k)$. The gap is $2\sqrt{A-B}$, at $k=\pi$.

Write $E_k^2=C(1+\lambda e^{ik})(1+\lambda e^{-ik})=C(1+\lambda^2)+2C\lambda\cos k$. Matching terms gives $C=B/2\lambda$ and $(\lambda+\lambda^{-1})/2=A/B$, so $\lambda=e^{-\kappa a}<1$ with $\cosh\kappa a=A/B$. The binomial series is $(1+x)^{-1/2}=\sum_jg_j(-x)^j$ with $g_0=1$, $g_{j+1}=g_j(j+\frac12)/(j+1)$. Then $1/E_k=C^{-1/2}\sum_{j,m}g_jg_m(-\lambda)^{j+m}e^{i(j-m)k}$, and for $R\ge0$ the average with $e^{ikR}$ keeps $m=j+R$:
$$\rho_{AA}(R)=\tfrac12\delta_{R0}-\tfrac\Delta2\,c_R,\qquad c_R=\frac{(-\lambda)^{R}}{\sqrt C}\sum_{j\ge0}g_jg_{j+R}\lambda^{2j},\qquad c_{-R}=c_R .\tag{7}$$

For large $R$ put $y_n=g_n\sqrt{\pi n}$. Since $g_n=\binom{2n}{n}4^{-n}$, Stirling's formula gives $y_n\to1$. The recurrence gives $\ln(y_{n+1}/y_n)=\ln(1+\frac1{2n})-\frac12\ln(1+\frac1n)=\frac1{8n^2}+O(n^{-3})$. Summing from $n$ to infinity, $\ln y_n=-\frac1{8n}+O(n^{-2})$. With $(R+j)^{-1/2}\approx R^{-1/2}(1-j/2R)$ this yields $g_{j+R}\approx(\pi R)^{-1/2}[1-(j/2+1/8)/R]$. The sums needed are $\sum_jg_jx^j=(1-x)^{-1/2}$ and, by applying $x\,d/dx$, $\sum_jjg_jx^j=\frac x2(1-x)^{-3/2}$, at $x=\lambda^2$. To first order in $1/R$,
$$c_R\approx\frac{(-\lambda)^R}{\sqrt{\pi RC(1-\lambda^2)}}\left(1-\frac\gamma R\right),\qquad\gamma=\frac18+\frac{\lambda^2}{4(1-\lambda^2)} .\tag{8}$$
As $t_2\to0$, $\lambda\to0$ and every grid becomes exact. As the gap closes, $A\to B$, $\lambda\to1$ and the decay rate $\kappa$ goes to zero. Since $A-B=\Delta^2+(t_1-t_2)^2$, this limit also sends the prefactor $\Delta$ in (7) to zero, and the slow tail appears in $\rho_{AB}$, as shown in (g).

*Numbers.* $A=0.0025+0.0100+0.0064=0.0189$ Ha$^2$, $B=0.0160$ Ha$^2$ and $A/B=1.18125$. The gap is $2\sqrt{0.0029}=0.1077$ Ha, or 2.93 eV. Then $\kappa a=0.5933$, $\lambda=0.5525$, $C=0.014480$ Ha$^2$, $1/\kappa=8.43$ bohr and $\gamma=0.2348$. The series (7) gives $n_{A,\infty}=\rho_{AA}(0)=0.272912$ electrons per spin and

| $R$ | $\rho_{AA}(R)$ |
|---|---|
| 2 | $-2.7595\times10^{-2}$ |
| 4 | $-6.2205\times10^{-3}$ |
| 8 | $-4.199\times10^{-4}$ |
| 12 | $-3.22\times10^{-5}$ |
| 16 | $-2.6\times10^{-6}$ |

At $R=20$ the ratio of $c_R$ to the leading factor of (8) is 0.9887, and $1-\gamma/R=0.9883$.

For $N=4$, $s=0$ the points $k=0,\pi/2,\pi,3\pi/2$ have $E_k^2=0.0349,\ 0.0189,\ 0.0029,\ 0.0189$ Ha$^2$, so
$$n_A=\frac12-\frac{0.05}{8}\left(\frac1{\sqrt{0.0349}}+\frac2{\sqrt{0.0189}}+\frac1{\sqrt{0.0029}}\right)=0.25956 .$$
The image form (6), with the bracket in units of $10^{-3}$, gives for the three shifts:
$$s=0:\quad 0.272912+2(-6.2205-0.4199-0.0322-0.0026)\times10^{-3}=0.25956,$$
$$s=\tfrac14:\quad 0.272912+2(0+0.4199+0-0.0026)\times10^{-3}=0.27375,$$
$$s=\tfrac12:\quad 0.272912+2(6.2205-0.4199+0.0322-0.0026)\times10^{-3}=0.28457 .$$
For even $N$ all $c_{lN}$ are positive by (7), so at $s=0$ every image lowers $n_A$; for $N=4$ the error is $-4.9\%$ of $n_{A,\infty}$. The errors $n_A-n_{A,\infty}$ of the grid sums are

| $N$ | $s=0$ | $s=1/4$ | $s=1/2$ |
|---|---|---|---|
| 2 | $-7.19\times10^{-2}$ | $+1.17\times10^{-2}$ | $+4.52\times10^{-2}$ |
| 4 | $-1.34\times10^{-2}$ | $+8.35\times10^{-4}$ | $+1.17\times10^{-2}$ |
| 8 | $-8.45\times10^{-4}$ | $+5.2\times10^{-6}$ | $+8.35\times10^{-4}$ |

The $s=1/4$ entries for $N=2$ and 4 reappear at $s=1/2$ for $2N$, as (e) requires. The first image alone, $2\rho_{AA}(N)$, is $-5.52\times10^{-2}$, $-1.24\times10^{-2}$ and $-8.40\times10^{-4}$; it approaches the $s=0$ error as $N$ grows because the second image is smaller by a factor of order $\lambda^N$.

For the energy, $\varepsilon(k)={\rm tr}\,H(k)P(k)$ gives $\tilde\varepsilon(R)=\sum_D{\rm tr}\,h(D)\rho_\infty(R-D)$. With $\rho_\infty$ read at the centre of a diagonalized open chain of 241 cells, $E_\infty=-0.129706$ Ha ($-3.5295$ eV) per cell and spin, $\tilde\varepsilon(4)=3.881\times10^{-4}$ Ha and $\tilde\varepsilon(8)=1.18\times10^{-5}$ Ha. For $N=4$ two images give $E_{\rm grid}-E_\infty\approx2(3.881+0.118)\times10^{-4}$, $-2(0.118)\times10^{-4}$ and $2(-3.881+0.118)\times10^{-4}$ Ha at $s=0,\frac14,\frac12$. The grid averages of $-E_k$ give $+8.01\times10^{-4}$, $-2.35\times10^{-5}$ and $-7.54\times10^{-4}$ Ha, or $+21.8$, $-0.64$ and $-20.5$ meV. The error takes either sign, so the grid energy bounds $E_\infty$ from neither side.

## (g) What survives when the gap, the full occupation or the fixed potential is given up?

**Solution.** *Full band, no gap.* Set $\Delta=0$ and $t_1=t_2=t$. Then $H_{AB}=-2t\cos(k/2)e^{-ik/2}$, $E_k=2t\cos(k/2)$ and $P_{AB}=e^{-ik/2}/2$ for $-\pi<k<\pi$, which jumps at the zone edge. Its coefficients are $\rho_{AB}(R)=\sin[\pi(R-\frac12)]/[2\pi(R-\frac12)]$, of size $1/|R|$, and their absolute sum diverges. At $k=\pi$ the two bands touch and $P$ is not defined. Full occupation alone does not give absolute convergence.

*Metal at zero temperature.* For one orbital per cell filled for $|k|<k_F$, $\rho_\infty(R)=(2\pi)^{-1}\int_{-k_F}^{k_F}e^{ikR}dk=\sin(k_FR)/(\pi R)$. Take $k_F=\pi/3$, $N=4$, $s=0$. Only $k=0$ is occupied, so $n_{\rm grid}=1/4$ against $n_\infty=1/3$. The paired images are $(2\pi)^{-1}\sum_l\sin(l\theta)/l$ with $\theta=4\pi/3$. The sum is the imaginary part of $-\ln(1-e^{i\theta})$, and $1-e^{i\theta}=2\sin(\theta/2)e^{i(\theta-\pi)/2}$, so it equals $(\pi-\theta)/2=-\pi/6$. Then $1/3-1/12=1/4$: the identity holds here, with conditional convergence. Summation by parts with $2\sin(\theta/2)\sin l\theta=\cos(l-\frac12)\theta-\cos(l+\frac12)\theta$ gives the remainder after $M$ pairs as $\cos[(M+\frac12)\theta]/[4\pi M\sin(\theta/2)]+O(M^{-2})$. For $M=100$ and 1000 the cosine is 1 and the estimate is $1/(2\pi\sqrt3M)$; direct summation leaves $9.14\times10^{-4}$ and $9.18\times10^{-5}$.

*Fermi occupation.* In a lattice model with finite-range hopping, $\rho_k=f(H(k))$ with $f(\varepsilon)=1/(e^{(\varepsilon-\mu)/T}+1)$ is the integral of $f(z)(z-H(k))^{-1}/2\pi i$ around the whole spectrum, on a contour inside $|{\rm Im}\,z|<\pi T$, where $f$ has no poles. The argument of (b) applies, and (4) holds at fixed $\mu$ and $T>0$ without any gap. The trace of $\rho_k$ now depends on $k$ in general, and the count then acquires images; an exception is the chain of (f) at $\mu=0$, where $f(E_k)+f(-E_k)=1$ at every $k$. For the chain of (f) with $\mu=-0.12$ Ha and $T=0.02$ Ha, the open chain gives 0.5759 electrons per cell and spin, and the grid $N=4$, $s=0$ gives 0.6031. Holding the count at 0.5759 requires $\mu=-0.12435$ Ha on the grid, found by root bracketing. The grid matrix then differs from the image sum of the crystal's $\rho_\infty$ by up to 0.019 in a matrix element, because the two sides use different functions $f$.

*Self-consistent potential.* In a spin-unpolarized mean field with on-site repulsion $U$, site A has the energy $\Delta_0+U(n_A-\frac12)$ and site B has $-\Delta_0+U(n_B-\frac12)$, with $n$ per spin. Since $n_B=1-n_A$, the model keeps its form with $\Delta=\Delta_0+U(n_A-\frac12)$. For $\Delta_0=0.08$ Ha and $U=0.10$ Ha, root bracketing gives $\Delta=0.055685$ Ha with $n_A$ from (7), and $\Delta=0.054785$ Ha with $n_A$ from the grid $N=4$, $s=0$; in the latter case $n_A=0.24785$ and $0.08+0.10(0.24785-0.5)=0.054785$. Equation (4) applies to each potential separately. With $\rho_\infty$ of the grid's own $\Delta$ the image sum is the grid value, 0.24785. With $\rho_\infty$ of the self-consistent crystal it is the grid density at $\Delta=0.055685$ Ha, namely 0.24572. This is lower because $\Delta/E_k$ rises with $\Delta$ at every $k$. A self-consistent grid calculation therefore carries the image error of (4) plus the response to the change that this error makes in the potential. On site A the crystal has $n_A=0.5+(0.055685-0.08)/0.10=0.25685$, so the image error is $0.24572-0.25685=-0.0111$ electrons, and the response, $0.24785-0.24572=+0.0021$, partly offsets it.
